# Harmonics of the intraband current in a driven cosine band: a program that tests the result

```python
"""Harmonics of the intraband current in a cosine band.

Result under test, in Hartree atomic units, electron charge -1:
  band   E(k) = -(W/2) cos(k a),  field F(t) = F0 cos(w t)
  current of a Fermi sea |k| <= kF (two spins, one dimension):
  J(t) = 2 Jp sum over odd N of J_N(beta) sin(N w t)
  Jp = (W/pi) sin(kF a),  beta = a F0 / w
  J_N(beta) is exponentially small for N well above beta, so that
  the cutoff energy N w is a F0 to leading order at large beta.
W: bandwidth, a: lattice constant, J_N: Bessel function.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.special import jv

lattice = 8.0
width = 0.05
omega = 0.002
field = 0.002
fermi_angle = math.pi / 6
beta = lattice * field / omega
peak = width / math.pi * math.sin(fermi_angle)


def harmonics(signal):
    """Sine and cosine amplitudes of a signal sampled over one period."""
    c = np.fft.rfft(signal) / len(signal)
    return -2 * c.imag, 2 * c.real


def phases(count):
    return 2 * math.pi * np.arange(count) / count


def sea_current(strength, fermi, shift=0.0, count=1024):
    """Current from a k quadrature over a sea displaced by shift/a."""
    x, weight = np.polynomial.legendre.leggauss(60)
    theta = shift + fermi * x
    drive = strength * np.sin(phases(count))
    velocity = width * lattice / 2 * np.sin(theta[:, None] - drive)
    return -fermi / (lattice * math.pi) * (weight @ velocity)


def numerical_bessel(strength, count):
    """J_N for odd N (zero for even N) from the sampled waveform."""
    return harmonics(np.sin(strength * np.sin(phases(count))))[0] / 2


# Schroedinger equation of an open chain with potential energy +F(t) x.
# Initial states (|0> + exp(i delta)|1>)/sqrt(2), two values of delta.
half = 45
sites = np.arange(-half, half + 1)
deltas = np.array([0.0, 0.7])
start = np.zeros((len(sites), 2), complex)
start[half] = 1 / math.sqrt(2)
start[half + 1] = np.exp(1j * deltas) / math.sqrt(2)


def schroedinger(t, y):
    psi = y.reshape(-1, 2)
    out = (lattice * field * math.cos(omega * t)) * sites[:, None] * psi
    out[1:] -= width / 4 * psi[:-1]
    out[:-1] -= width / 4 * psi[1:]
    return (-1j * out).ravel()


period = 2 * math.pi / omega
times = np.linspace(0, period, 2001)
run = solve_ivp(schroedinger, (0, period), start.ravel(), method="DOP853",
                t_eval=times, rtol=1e-9, atol=1e-11)
assert run.success
density = np.abs(run.y.reshape(len(sites), 2, -1)) ** 2
edge_population = density[[0, -1]].max()
assert edge_population < 1e-8
chain_error = 0.0
for column, delta in enumerate(deltas):
    position = lattice * (sites @ density[:, column, :])
    measured = CubicSpline(times, position)(times, 1)
    even = jv(0, beta) + 2 * sum(jv(n, beta) * np.cos(n * omega * times)
                                for n in range(2, 40, 2))
    odd = 2 * sum(jv(n, beta) * np.sin(n * omega * times)
                  for n in range(1, 40, 2))
    series = width * lattice / 4 * (math.sin(delta) * even
                                    - math.cos(delta) * odd)
    error = np.max(np.abs(measured - series)) / (width * lattice / 4)
    chain_error = max(chain_error, error)
assert chain_error < 1e-3

# Fermi sea: odd amplitudes, absent even ones, full band, displaced sea.
sine, cosine = harmonics(sea_current(beta, fermi_angle))
orders = np.arange(1, 30, 2)
assert np.allclose(sine[orders], 2 * peak * jv(orders, beta), atol=1e-13)
even_residue = max(np.abs(sine[::2]).max(), np.abs(cosine).max()) / peak
assert even_residue < 1e-11
full_band = np.abs(sea_current(beta, math.pi)).max() / peak
assert full_band < 1e-10
shift = 0.3
shifted_sine, shifted_cosine = harmonics(
    sea_current(beta, fermi_angle, shift))
for n in (2, 4, 6, 8):
    expected = -2 * peak * math.sin(shift) * jv(n, beta)
    assert abs(shifted_cosine[n] - expected) < 1e-13

# Weak field: perturbative power law.
weak = numerical_bessel(0.1, 256)
for n in (1, 3, 5):
    assert abs(weak[n] / (0.05 ** n / math.factorial(n)) - 1) < 2e-3


def tail_bound(n, strength):
    alpha = math.acosh(n / strength)
    return math.exp(-strength * (alpha * math.cosh(alpha)
                                 - math.sinh(alpha)))


# Above the cutoff: exponential bound (1e-14 allows for rounding).
for strength in (4.0, 8.0, 32.0, 64.0):
    values = numerical_bessel(strength, 1024)
    for n in range(int(strength) + 1, int(3 * strength)):
        assert abs(values[n]) <= tail_bound(n, strength) + 1e-14

# Below the cutoff: stationary phase, error falling about as 1/beta.
phase_errors = []
for strength in (200.0, 800.0):
    values = numerical_bessel(strength, 8192)
    n = np.arange(1, int(0.9 * strength), 2)
    root = np.sqrt(strength ** 2 - n ** 2)
    envelope = np.sqrt(2 / (math.pi * root))
    estimate = envelope * np.cos(root - n * np.arccos(n / strength)
                                 - math.pi / 4)
    phase_errors.append(np.max(np.abs(values[n] - estimate) / envelope))
assert phase_errors[0] < 0.02
assert phase_errors[1] < 0.4 * phase_errors[0]

# Emission time: spectrum seen through a short window around one phase.
window_beta, window_phase = 200.0, 1.0
phi = phases(8192)
window = np.exp(-((phi - window_phase) / 0.07) ** 2 / 2)
local = np.abs(np.fft.rfft(window * np.sin(window_beta * np.sin(phi))))
local_order = int(np.argmax(local))
bloch_order = window_beta * math.cos(window_phase)
assert abs(local_order - bloch_order) < 3

# Last harmonic above one percent of Jp, for growing field.
threshold = 0.01


def last_order(strength, count):
    values = 2 * np.abs(numerical_bessel(strength, count))
    return int(np.nonzero(values > threshold)[0][-1])


def order_limit(strength):
    log_term = 3 * math.log(2 / threshold)
    return strength * math.cosh((log_term / strength) ** (1 / 3))


scan = []
for factor in (0.5, 1, 2, 4, 8):
    strength = lattice * field * factor / omega
    last = last_order(strength, 1024)
    assert strength <= last <= order_limit(strength)
    scan.append((field * factor, strength, last, order_limit(strength)))
ratios = [row[2] / row[1] for row in scan]
assert all(x > y for x, y in zip(ratios, ratios[1:]))
large_beta = 1000.0
large_last = last_order(large_beta, 8192)
assert large_beta <= large_last <= order_limit(large_beta)
assert large_last / large_beta < 1.03

hartree_ev = physical_constants["Hartree energy in eV"][0]
field_si = physical_constants["atomic unit of electric field"][0]
current_si = physical_constants["atomic unit of current"][0]
print(f"lattice constant a = {lattice:.1f} bohr")
print(f"bandwidth W = {width:.3f} hartree")
print(f"photon energy w = {omega:.4f} hartree")
print(f"field amplitude F0 = {field:.4f} a.u. = "
      f"{field * field_si / 1e9:.3f} V/nm")
print(f"Fermi angle kF a = {fermi_angle:.4f} rad")
print(f"beta = a F0/w = {beta:.3f}")
print(f"peak current Jp = {peak:.6f} a.u. = "
      f"{peak * current_si * 1e6:.2f} microampere")
print(f"cutoff energy a F0 = {lattice * field:.4f} hartree = "
      f"{lattice * field * hartree_ev:.4f} eV")
print("N, amplitude/Jp by quadrature, 2 J_N(beta):")
for n in range(1, 18, 2):
    tail = f", bound {2 * tail_bound(n, beta):.3e}" if n > beta else ""
    print(f"{n:3d} {sine[n] / peak:12.3e} {2 * jv(n, beta):12.3e}{tail}")
print(f"largest even or cosine amplitude/Jp = {even_residue:.1e}")
print(f"full-band current/Jp = {full_band:.1e}")
print(f"sea displaced by {shift:.1f} rad, cosine amplitudes/Jp:")
for n in (2, 4, 6, 8):
    print(f"{n:3d} {shifted_cosine[n] / peak:10.4f}")
print(f"chain test, phases {deltas[0]:.1f} and {deltas[1]:.1f} rad: "
      f"largest relative error {chain_error:.1e}")
print(f"stationary phase, N < 0.9 beta, error/envelope: "
      f"{phase_errors[0]:.4f} (beta 200), {phase_errors[1]:.4f} (beta 800)")
print(f"window at phase {window_phase:.1f} rad, beta {window_beta:.0f}: "
      f"peak order {local_order}, beta cos(phase) = {bloch_order:.1f}")
print(f"last N with amplitude above {threshold:.2f} Jp:")
print("F0 (a.u.), beta, last N, upper limit, last N/beta")
for strength_field, strength, last, limit in scan:
    print(f"{strength_field:.4f} {strength:6.1f} {last:4d} "
          f"{limit:7.2f} {last / strength:7.3f}")
print(f"beta = {large_beta:.0f}: last N = {large_last}, "
      f"upper limit {order_limit(large_beta):.1f}, "
      f"ratio {large_last / large_beta:.3f}")
print("OK")
```

Printed output:

```
lattice constant a = 8.0 bohr
bandwidth W = 0.050 hartree
photon energy w = 0.0020 hartree
field amplitude F0 = 0.0020 a.u. = 1.028 V/nm
Fermi angle kF a = 0.5236 rad
beta = a F0/w = 8.000
peak current Jp = 0.007958 a.u. = 52.71 microampere
cutoff energy a F0 = 0.0160 hartree = 0.4354 eV
N, amplitude/Jp by quadrature, 2 J_N(beta):
  1    4.693e-01    4.693e-01
  3   -5.823e-01   -5.823e-01
  5    3.715e-01    3.715e-01
  7    6.412e-01    6.412e-01
  9    2.526e-01    2.526e-01, bound 1.436e+00
 11    5.119e-02    5.119e-02, bound 3.649e-01
 13    6.550e-03    6.550e-03, bound 5.353e-02
 15    5.852e-04    5.852e-04, bound 5.290e-03
 17    3.884e-05    3.884e-05, bound 3.806e-04
largest even or cosine amplitude/Jp = 5.2e-16
full-band current/Jp = 3.9e-14
sea displaced by 0.3 rad, cosine amplitudes/Jp:
  2     0.0668
  4     0.0623
  6    -0.1995
  8    -0.1321
chain test, phases 0.0 and 0.7 rad: largest relative error 2.9e-06
stationary phase, N < 0.9 beta, error/envelope: 0.0079 (beta 200), 0.0028 (beta 800)
window at phase 1.0 rad, beta 200: peak order 108, beta cos(phase) = 108.1
last N with amplitude above 0.01 Jp:
F0 (a.u.), beta, last N, upper limit, last N/beta
0.0010    4.0    7   10.16   1.750
0.0020    8.0   11   15.20   1.375
0.0040   16.0   21   24.65   1.312
0.0080   32.0   37   42.57   1.156
0.0160   64.0   71   77.07   1.109
beta = 1000: last N = 1015, upper limit 1031.8, ratio 1.015
OK
```
